# Bond dimension and contraction cost of matrix product states on rings

**Question.** An open matrix product state describes a gapped chain well with bond dimension $D$. Why does the same kind of state need up to about $D^2$ when the chain is closed into a ring? Does folding the ring avoid this, and how does the cost compare with contracting a truly periodic matrix product state?

**Answer.**

## One bond, two cuts

Cutting one bond of an open matrix product state (MPS) separates the sites into a left and a right part. If the bond has dimension $m$, the state is a sum of $m$ products of a left and a right vector, so its Schmidt rank is at most $m$. The bond must carry all the entanglement between the two parts.

On an open chain, the parts touch at one place. On a ring, sites $1,\dots,\ell$ form an arc that touches the rest at two places: between $\ell$ and $\ell+1$, and between $L$ and $1$. In a unique gapped ground state without long-range order, entanglement sits within about a correlation length $\xi$ of each contact. If both arcs are much longer than $\xi$, the contacts are normally independent, and every state needed at one can occur with every state needed at the other. An exception is a fermion ring in a topological superconducting phase, where a nonlocal mode ties the two contacts: a Kitaev ring of 30 sites with chemical potential, hopping and pairing all equal has half-ring entropy 0.699, about $\ln2$ below twice the open-chain value. The precise condition, a non-degenerate leading eigenvalue of the transfer matrix, is stated below.

A periodic MPS shows the counting directly. Let

$$\psi(s_1,\dots,s_L)=\mathrm{Tr}\,(A^{s_1}A^{s_2}\cdots A^{s_L}),$$

where the $A^s$ are $D\times D$ matrices and $s$ takes $d$ values. Call the matrix product over the first arc $X$ and that over the second $Y$. Then

$$\psi=\mathrm{Tr}(XY)=\sum_{a,b=1}^{D}X_{ab}\,Y_{ba}.$$

There are $D^2$ terms because two indices were cut, so the Schmidt rank is at most $D^2$. An open MPS of this size can be written down. Its bond index is a pair $(a,c)$, in which $a$ follows the matrix product and $c$ remembers the index with which the product began:

$$B^s_{(a,c),(b,c')}=A^s_{ab}\,\delta_{cc'},\qquad B^s=A^s\otimes 1_D .$$

The first tensor sets the memory, $A^s_{cb}$, and the last closes the trace, $A^s_{ac}$. For random tensors with $D=3$ and eight sites, the half-ring rank is 9, against 3 for an open MPS.

The bound need not be reached. The arcs must be long enough to supply $D^2$ independent vectors, and the tensors must not be special. With $A^0=\mathrm{diag}(1,0)$ and $A^1=\mathrm{diag}(0,1)$, the periodic state is $|00\dots0\rangle+|11\dots1\rangle$. Here $X_{ab}$ vanishes for $a\ne b$, and the rank is 2 instead of 4. The two contacts are locked together by long-range order.

## Why the Schmidt weights multiply

Rank says nothing about how large the terms are. For that, define the transfer matrix

$$E_{(aa'),(bb')}=\sum_s A^s_{ab}\,(A^s_{a'b'})^* .$$

Scale $A$ so that the largest eigenvalue of $E$ is 1, and assume that no other eigenvalue has modulus 1. With right and left eigenvectors $R$ and $\Lambda$, normalized by $\sum_{aa'}\Lambda_{aa'}R_{aa'}=1$,

$$(E^\ell)_{(aa'),(bb')}\to R_{aa'}\Lambda_{bb'}\qquad(\ell\gg\xi).$$

The overlaps of the arc vectors are elements of such powers:

$$\langle X_{a'b'}|X_{ab}\rangle\to R_{aa'}\Lambda_{bb'},\qquad
\langle Y_{b'a'}|Y_{ba}\rangle\to R_{bb'}\Lambda_{aa'} .$$

Collect the arc vectors as columns of matrices $\mathcal X$ and $\mathcal Y$, with $(a,b)$ as column label. The wavefunction, read as a matrix between the arcs, is $\mathcal X\mathcal Y^T$. The reduced density matrix $\mathcal X\mathcal Y^T\mathcal Y^*\mathcal X^\dagger$ has the same nonzero eigenvalues as $(\mathcal X^\dagger\mathcal X)(\mathcal Y^T\mathcal Y^*)$, because cyclic reordering of a matrix product preserves them. Inserting the overlaps gives

$$(\mathcal X^\dagger\mathcal X)(\mathcal Y^T\mathcal Y^*)\to(R^T\otimes\Lambda^T)(\Lambda\otimes R)=(R^T\Lambda)\otimes(\Lambda^TR).$$

The second factor is the transpose of the first, so both have the same eigenvalues $p_i$, with $\sum_ip_i=\mathrm{Tr}(R^T\Lambda)=1$. These are also the Schmidt weights of a single cut in a long chain made from the same tensors: there the left vectors have overlaps $\Lambda$, the right ones $R$, and the same reordering gives $\Lambda^TR$. The ring therefore has the weights

$$w_{ij}\simeq p_i\,p_j .$$

Its entropy follows by splitting the logarithm and using $\sum_jp_j=1$:

$$S_{\rm ring}=-\sum_{ij}p_ip_j(\ln p_i+\ln p_j)=2S_{\rm open}.$$

The effective number of states $e^S$ is squared. This number is not the bond dimension, which also depends on the tail of small weights.

In a critical system $\xi$ grows with $L$ and the factorization is no longer justified, but the leading logarithm still doubles. For critical free fermions the half-system entropy grows as $\tfrac16\ln L$ on an open chain and $\tfrac13\ln L$ on a ring. Between 200 and 800 sites the computed slopes are 0.1683 and 0.3333.

## Why squaring is an upper estimate

Suppose $D$ states at one cut leave a discarded weight $\varepsilon$. Keeping all products of $D$ states at each contact retains $(1-\varepsilon)^2$ and loses

$$1-(1-\varepsilon)^2=2\varepsilon-\varepsilon^2\le2\varepsilon .$$

Since the best choice of states cannot need more than this one,

$$m_{\rm ring}(2\varepsilon)\le[m_{\rm open}(\varepsilon)]^2 .$$

The product basis is wasteful. It keeps the pair of the two rarest states, whose weight $p_D^2$ may be far below the tolerance. Only pairs with a sufficiently large product $p_ip_j$ are worth keeping. Write $D=m_{\rm open}(\varepsilon)$ and $m=m_{\rm ring}(\varepsilon)$ at equal $\varepsilon$, and define $\alpha$ by $m=D^\alpha$.

Its small-$\varepsilon$ limit can be found for a spectrum built from free-fermion levels. Let each weight be proportional to $e^{-x}$, where $x$ is a sum of distinct positive level energies with density $g$. The generating function is

$$\ln Z(\beta)\simeq g\int_0^\infty\ln(1+e^{-\beta x})\,dx
=\frac g\beta\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2g}{12\beta}.$$

The number $N(E)$ of states with $x\le E$ obeys $N(E)\le e^{\beta E}Z(\beta)$ for every $\beta>0$, since each such state contributes at least $e^{-\beta E}$ to $Z$. The best bound has $E=\pi^2g/(12\beta^2)$, so the two terms of the exponent are equal. At leading order the saddle point gives the count itself:

$$\ln N(E)\simeq2\beta E=\pi\sqrt{gE/3}.$$

This grows only as $\sqrt E$, so the weight beyond $E$ is $e^{-E}$ up to a factor whose logarithm is of order $\sqrt E$. Hence $E\simeq\ln(1/\varepsilon)$ at leading order. Two contacts supply two sets of levels and replace $g$ by $2g$. Therefore

$$\alpha\to\sqrt2\qquad(\varepsilon\to0,\ \text{infinitely many equally spaced levels}).$$

The approach is slow. In a model with levels at odd multiples of 3.54, with states of equal weight kept or discarded together, $\alpha$ is 1.69, 1.49 and 1.44 at $\ln(1/\varepsilon)=40$, 400 and 4000. If instead one cut has a finite number $D_0$ of nonzero weights, then a small enough $\varepsilon$ forces all of them to be kept, and the exponent is 2. "Roughly square" is thus a statement about rank and $e^S$, and an upper bound for truncation once the tolerated discarded weight is doubled.

## What folding changes

In the natural order $1,2,\dots,L$, the bond joining $L$ to $1$ spans the whole chain. Folding uses the order

$$1,\;L,\;2,\;L-1,\;3,\dots,$$

in which ring neighbours are at most two places apart. For 80 sites the longest range falls from 79 to 2. This helps local updates and gates, which can then build the closing correlation directly.

The first $n$ sites of the folded order still form one arc, now growing around the closing bond. An arc has two ends, so each MPS bond still cuts two ring bonds. In the gapped chain treated below, taken here with 80 sites, the largest entropy over all cuts is 0.895 in both orders (all entropies here are in nats). Folding shortens interactions; it does not reduce the bond dimension to $D$.

One may also merge each folded pair into a site of dimension $d^2$. The bond dimension is unchanged. The dense contraction then costs $2d^2m^3$ per pair, or $d^2m^3$ per original site. This is $d/2$ times the unmerged cost derived next, and equal to it for $d=2$.

## What one site costs

Compare the contraction of the norm $\langle\psi|\psi\rangle$, counting scalar multiplications. An open MPS carries one environment $F_{aa'}$ of size $m\times m$ through a site:

$$F'_{bb'}=\sum_{s,a'}\Big(\sum_aF_{aa'}A^s_{ab}\Big)(A^s_{a'b'})^* .$$

The inner sum has free indices $a',s,b$ and one summed index $a$, hence $dm^3$ multiplications. The outer sum has free indices $b,b'$ and summed indices $s,a'$, again $dm^3$. Thus

$$K_{\rm open}=2d\,m^3 .$$

For $m=D^2$ and dense tensors this is $2dD^6$. A periodic MPS must also remember the starting index pair $(c,c')$ until the trace is closed. It carries $D^2$ environments, each of size $D\times D$:

$$K_{\rm per}=D^2\cdot2dD^3=2d\,D^5 .$$

The factor $D$ is saved because the unit matrix in $B^s=A^s\otimes1_D$ is never multiplied out. Counting the multiplications for $D=4$, $d=2$ gives 16384 for the dense form and 4096 for the periodic one.

A compressed MPS, folded or not, has lost this structure but has a smaller bond. With $m=D^\alpha$ it is cheaper than the full periodic contraction when $m^3<D^5$, that is,

$$\alpha<\tfrac53 .$$

On a long ring the periodic contraction can be shortened. The power $E^n$ approaches a matrix of rank one, so a small number $p$ of vectors may represent its range. Take real tensors for simplicity, and let the orthonormal columns of $Q$ span that range, so that $E^n\simeq QQ^TE^n$. Then

$$\mathrm{Tr}\,E^L=\mathrm{Tr}(E^nE^{L-n})\simeq\mathrm{Tr}(QQ^TE^L)=\mathrm{Tr}(Q^TE^LQ).$$

The matrix $Q$ is found by carrying $p$ random vectors through $n$ sites and orthonormalizing them. Each site then costs

$$K_p=2d\,p\,D^3$$

per pass. With $n=L/2$ there are one and a half passes in total.

The required $p$ depends on the ring length. For a random MPS with $D=8$ and $\xi=3.5$ sites, the relative error of the norm at $L=20$, as an rms over 20 random starts, is 0.31 for $p=1$ and $6\times10^{-4}$ for $p=16$. At $L=100$ the same samples give $3\times10^{-6}$ for $p=1$ and rounding error, $3\times10^{-13}$, for $p=16$. The $p=1$ value at this length is only indicative: a rare start nearly orthogonal to the leading eigenvector gives a much larger error than a typical one, so the rms varies strongly from sample to sample. Over many sets of 20 starts it lies mostly between $5\times10^{-8}$ and $4\times10^{-6}$, with a median near $2\times10^{-7}$. The $L=20$ values also vary, over roughly 0.13 to 0.41 for $p=1$ and $3\times10^{-4}$ to $8\times10^{-4}$ for $p=16$. The advantage therefore belongs to rings long compared with $\xi$.

These are norm costs. A Hamiltonian adds operator indices to the environments, and the optimization differs as well. In an open MPS, successive orthonormalizations turn the norm matrix at the active site into the identity. On a ring, the rest of the system joins both sides of that site. Its norm matrix becomes a product of one factor per side only for $L\gg\xi$; in general one solves $Hx=\lambda Nx$, and small eigenvalues of $N$ amplify errors.

## Can a periodic MPS really use the smaller bond?

The comparison assumes that a periodic MPS needs about the $D$ of one cut. This is plausible because each ring bond then carries one contact. It can be checked on an Ising ring of 12 sites,

$$H=-\sum_jX_jX_{j+1}-2\sum_jZ_j,$$

with Pauli matrices $X_j,Z_j$. A uniform periodic ansatz with $D=2$, namely $A^0=\mathrm{diag}(1,a)$ and $A^1=b\,\sigma_x$, was fitted to the ground state obtained by diagonalization. Its infidelity, one minus the squared overlap of normalized states, is $7.4\times10^{-5}$.

No state of Schmidt rank $m$ can have a squared overlap larger than the sum of the $m$ largest Schmidt weights. At the half-ring cut, an open MPS with $m=2$ must therefore have infidelity at least $1.7\times10^{-2}$, about 230 times the periodic value. For $m=4=D^2$ this lower bound falls to $1.3\times10^{-5}$. The periodic state does with bond 2 what an open one cannot.

## The numbers for a gapped chain

Take spinless fermions at half filling with hopping $t=1$, staggered potential $\pm\Delta$ with $\Delta=0.5t$, and $L=160$. The closing hopping of the ring has reversed sign, which gives a closed shell even at $\Delta=0$. The potential couples momenta $k$ and $k+\pi$, with energies $\mp2t\cos k$, so

$$\mathcal E_k^2=4t^2\cos^2k+\Delta^2 .$$

This vanishes at $k=\pi/2+i\kappa$ with $\sinh\kappa=\Delta/(2t)=0.25$. That branch point sets the decay length of the correlations, $\xi=1/\kappa=4.04$ sites. Each half-ring arc is thus about 20 correlation lengths long.

The half-system entropy is 0.4474 for the open chain and 0.8947 for the ring. Accordingly, $e^S$ rises from 1.5642 to $1.5642^2=2.447$. The leading open weights are 0.8501 and 0.1448. Their products,

$$0.8501^2=0.7227,\quad0.8501\times0.1448=0.1231,\quad0.1448^2=0.0210,$$

reproduce the leading ring weights to about the rounding of the inputs, with the middle one occurring twice.

The single-cut level energies have magnitudes 1.77, 5.31, 8.85, 12.39, and so on: odd multiples of 1.77. This is the equal spacing assumed above, seen here over the resolved levels; the model used for the limit has levels twice as high. The states needed at equal discarded weight are:

| $\varepsilon$ | $D$ | $m$ | $D^2$ | $\alpha$ |
|---|---:|---:|---:|---:|
| $10^{-4}$ | 5 | 15 | 25 | 1.68 |
| $10^{-6}$ | 8 | 38 | 64 | 1.75 |
| $10^{-8}$ | 13 | 79 | 169 | 1.70 |
| $10^{-10}$ | 21 | 151 | 441 | 1.65 |

The exponent lies between $\sqrt2$ and 2 but does not fall steadily. At small $D$ it is sensitive to single states: replacing $D=5$ by 6 in the first row would change 1.68 to 1.51.

At $\varepsilon=10^{-10}$, with $d=2$ and the single-cut $D$ taken as the periodic bond, the costs per site are

$$K_{\rm open}=4\times151^3=1.38\times10^7,\qquad
K_{\rm per}=4\times21^5=1.63\times10^7 .$$

The compressed open or folded MPS is cheaper by a factor 0.84, as $\alpha=1.65<5/3$ requires. At $\varepsilon=10^{-8}$ the order is reversed: $79^3/13^5=1.33$. In site-by-site contraction, which is what site-dependent tensors require, neither method has a decisive advantage here. If the periodic tensors repeat with the two-site cell, repeated squaring of the transfer matrix gives the exact norm with seven products of $D^2\times D^2$ matrices. That is $7D^6/L\simeq3.8\times10^6$ per site for $D=21$, about 3.7 times below the open MPS. Without compression, the dense open form with $m=441$ would cost $3.43\times10^8$, about 25 times the compressed one.

The low-rank periodic contraction costs $4\times21^3=3.70\times10^4$ per retained vector and pass. In a single pass it would match the open MPS at $p=(151/21)^3\simeq372$; with one and a half passes the break-even is $p\simeq248$. The $p$ needed by this chain was not computed. If 16 vectors sufficed, as they did for the random MPS on its longer ring, the cost would be $1.5\times16\times3.70\times10^4\simeq8.9\times10^5$, about 15 times below the open one. For a ring of about 40 correlation lengths, this is where a periodic MPS can repay its harder optimization. On a ring only a few $\xi$ long, the subleading eigenvalues of $E^n$ are not yet small, so $p$ must grow, at most to $D^2$. The saving over the full periodic contraction then shrinks. With one and a half passes it is gone at $p=2D^2/3$, and beyond that the full contraction is cheaper. The full set of values is in the numerical output.

## Calculated quantities

```
Chain: L = 160 sites, t = 1, stagger = 0.5 t, xi = 4.041 sites
Entropy: open 0.447373, ring 0.894746 nats; ratio 2.000000
exp(S): open 1.5642, ring 2.4467 states
Largest open weights: [8.501470e-01 1.447904e-01 4.199821e-03 7.152806e-04]
Largest ring weights: [0.72275  0.123093 0.123093 0.020964]
eps 1e-04: D = 5, m_ring = 15, D^2 = 25, alpha = 1.683
eps 1e-06: D = 8, m_ring = 38, D^2 = 64, alpha = 1.749
eps 1e-08: D = 13, m_ring = 79, D^2 = 169, alpha = 1.704
eps 1e-10: D = 21, m_ring = 151, D^2 = 441, alpha = 1.648
Costs at eps 1e-10, multiplications per site:
  compressed open/folded 1.377e+07, uncompressed D^2 3.431e+08
  exact periodic 1.634e+07, periodic per unit p 3.704e+04
  open/exact-periodic cost ratio 0.843
  low-rank break-even p = 371.8 (single pass)
Single-cut entanglement levels: [-15.931  -8.851  -1.77    5.31   12.391  19.471]
Equal-level model: ln(1/eps) = 40, alpha = 1.6855
Equal-level model: ln(1/eps) = 400, alpha = 1.4924
Equal-level model: ln(1/eps) = 4000, alpha = 1.4418
Small-eps limit: sqrt(2) = 1.4142
Critical dS/dlnL: open 0.16833, ring 0.33333
natural order, L = 80: range 79 sites, cut bonds 2, max S 0.89475 nats
folded order, L = 80: range 2 sites, cut bonds 2, max S 0.89475 nats
Ising ring: L = 12 sites, field/coupling = 2.0
  periodic D=2 infidelity 7.351e-05
  half-cut discarded weight: m=2 1.685e-02, m=4 1.254e-05
Random MPS: D = 3, open rank 3, ring rank 9
Counted multiplications D=2: dense 256, periodic 128, p=2 64
Counted multiplications D=3: dense 2916, periodic 972, p=2 216
Counted multiplications D=4: dense 16384, periodic 4096, p=2 512
Low-rank test: D = 8, transfer xi = 3.539 sites
  L = 20, p = 1: rms relative error 3.097e-01
  L = 20, p = 16: rms relative error 5.771e-04
  L = 100, p = 1: rms relative error 2.835e-06
  L = 100, p = 16: rms relative error 2.659e-13
```
